# Uniqueness of the equilibrium potential with Fermi-Dirac carriers and fixed charge

## What symmetry and dimensions fix

An equation for a potential $\phi$, taken exactly as written, is the stationarity condition of a functional $J[\phi]$ only if its linear response is symmetric: a change of $\phi$ at $y$ must affect the equation at $x$ as a change at $x$ affects it at $y$. (An equation that fails the test may pass it after multiplication by a factor, as $\phi''+\phi'-\phi=f$ does with $e^x$.) Carriers in local equilibrium pass this test, because their density at $x$ depends on $\phi(x)$ alone.

Dimensions then fix the carrier part of $J$. The available energy density is $kT N_c$, with $N_c$ the effective density of states, and, since ideal carriers feel $\phi$ only through the energy $e\phi$, the available pure number is $\eta=e\phi/kT$. The electron term is therefore $kT N_c\,g(\eta)$. Its derivative with respect to $\phi$ is $eN_c\,g'(\eta)$, which must equal $en$. For $n=N_cF_{1/2}(\eta)$ this requires $g'=F_{1/2}$, hence $g=F_{3/2}$ up to a constant. The field part in vacuum must be a number times $|\nabla\phi|^2$, and Gauss's law makes that number $1/8\pi$. Both terms are convex. Uniqueness rests on this, on the strict convexity of the field part in $\nabla\phi$, and on a contact or carriers to fix the additive constant.

## Setting

Gaussian units are used, with $e>0$. The device $\Omega$ is a bounded, connected Lipschitz region in at most three dimensions. On contacts $\Gamma_D$ of positive area, $\phi=\phi_D$. The rest of the boundary, $\Gamma_N$, carries a given surface charge $\sigma$, with no displacement outside; if $\nu$ is the outward normal, $D\cdot\nu=-4\pi\sigma$ there.

Equilibrium means one temperature $T>0$ and one Fermi level, $E_F=0$. The band edges are $E_c=-e\phi$ and $E_v=-e\phi-E_g$; bounded position-dependent offsets would leave the theorem unchanged. The equations are

$$\nabla\cdot D=4\pi(\rho_f+ep-en),\qquad E=-\nabla\phi,\qquad D=E+4\pi P, \tag{1}$$
$$n=N_cF_{1/2}\!\left(\frac{e\phi}{kT}\right),\quad p=N_vF_{1/2}\!\left(\frac{-E_g-e\phi}{kT}\right),\quad E=aP+b|P|^2P. \tag{2}$$

Here $a$ is bounded between positive constants, and $b,N_c,N_v\ge0$ are bounded. The fixed charge $\rho_f$ and $\sigma$ are square integrable and independent of $\phi$. The linear dielectric is $b=0$, with permittivity $\varepsilon=1+4\pi/a$. Potentials are sought in $H^1$, meaning that $\phi$ and $\nabla\phi$ are square integrable, and $\phi_D$ is the boundary value of such a function.

## Lemma 1: carriers

Define $F_j(\eta)=\Gamma(j+1)^{-1}\int_0^\infty t^j\,dt/(1+e^{t-\eta})$. *For $\nu_b$ parabolic ellipsoids with masses $m_1,m_2,m_3$ and spin degeneracy 2, (2) holds with $N_c=2\nu_b(m_dkT/2\pi\hbar^2)^{3/2}$, $m_d^3=m_1m_2m_3$. Moreover $F_j'=F_{j-1}$ for $j>0$.*

**Proof.** Put $k_i=q_i\sqrt{2m_ikT}/\hbar$, so that the kinetic energy is $kTq^2$. With $t=q^2$, $d^3q$ becomes $4\pi q^2dq=2\pi\sqrt t\,dt$, and

$$n=\frac{2\nu_b}{8\pi^3}\frac{(2m_dkT)^{3/2}}{\hbar^3}\,2\pi\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}} .$$

The integral is $\Gamma(3/2)F_{1/2}=(\sqrt\pi/2)F_{1/2}$. The prefactors combine to $2\nu_b\,2^{3/2}/(8\pi^{3/2})\,(m_dkT/\hbar^2)^{3/2}$, which is the stated $N_c$.

For the derivative, the occupation depends on $t-\eta$, so $\partial_\eta=-\partial_t$ on it. Integration by parts has no boundary term for $j>0$ and gives $\Gamma(j+1)^{-1}\int jt^{j-1}dt/(1+e^{t-\eta})$. Since $\Gamma(j+1)=j\Gamma(j)$, this is $F_{j-1}$. $\square$

Define the carrier function

$$\psi(\phi)=kT\left[N_cF_{3/2}(\eta_n)+N_vF_{3/2}(\eta_p)\right],\quad \eta_n=\frac{e\phi}{kT},\quad \eta_p=\frac{-E_g-e\phi}{kT}.$$

Because $d\eta_n/d\phi=e/kT$ and $d\eta_p/d\phi=-e/kT$,

$$\psi'=en-ep,\qquad \psi''=\frac{e^2}{kT}\left[N_cF_{-1/2}(\eta_n)+N_vF_{-1/2}(\eta_p)\right]\ge0. \tag{3}$$

Raising $\phi$ attracts electrons and expels holes; both make the charge more negative.

The occupation is at most 1, and beyond $t=\eta_+=\max(\eta,0)$ it is at most $e^{-(t-\eta_+)}$. Hence $F_j$ grows no faster than $\eta_+^{j+1}$, so $\psi$ grows at most as $|\phi|^{5/2}$ and $\psi'$ as $|\phi|^{3/2}$.

## Lemma 2: dielectric

*There is a function $W(E)$ with $\partial W/\partial E=D/4\pi$, and for any two fields*

$$(D_1-D_2)\cdot(E_1-E_2)\ge|E_1-E_2|^2. \tag{4}$$

**Proof.** Let $\Phi(P)=\tfrac a2|P|^2+\tfrac b4|P|^4$, so $E=\partial\Phi/\partial P$. Its second-derivative matrix, $(a+b|P|^2)\mathbf 1+2bPP^{T}$, is at least $a$. The fields $E$ and $P$ are parallel, and $|E|=a|P|+b|P|^3$ increases with $|P|$, so each $E$ has one $P$. Set

$$W(E)=\frac{|E|^2}{8\pi}+E\cdot P-\Phi(P).$$

Then $dW=E\cdot dE/4\pi+P\cdot dE+(E-\partial\Phi/\partial P)\cdot dP$. The last bracket vanishes, leaving $dW=(D/4\pi)\cdot dE$.

Integrating the second-derivative matrix along the segment from $P_2$ to $P_1$ gives $(E_1-E_2)\cdot(P_1-P_2)\ge a|P_1-P_2|^2\ge0$. Adding $4\pi$ times this to $|E_1-E_2|^2$ gives (4). $\square$

The same inequality gives $|P_1-P_2|\le|E_1-E_2|/a$, so $D$ grows at most linearly and $W$ at most quadratically. Also $E\cdot P-\Phi=\tfrac a2|P|^2+\tfrac{3b}4|P|^4\ge0$, hence $W\ge|E|^2/8\pi$.

## Theorem

Define, for potentials in $H^1$ with $\phi=\phi_D$ on $\Gamma_D$,

$$J[\phi]=\int_\Omega\left[W(-\nabla\phi)+\psi(\phi)-\rho_f\phi\right]d^3x-\int_{\Gamma_N}\sigma\phi\,dS. \tag{5}$$

*Problem (1)–(2) has one and only one weak solution $\phi$. It is the minimizer of $J$, and every admissible $u$ satisfies*

$$J[u]-J[\phi]\ge\frac1{8\pi}\int_\Omega|\nabla(u-\phi)|^2d^3x. \tag{6}$$

**First variation.** In at most three dimensions an $H^1$ function on $\Omega$ is also in $L^6$. The growth $|\phi|^{5/2}$ of $\psi$ is therefore integrable and $J$ is finite. For a variation $v$ vanishing on $\Gamma_D$ and $|t|\le1$, the difference quotients of $\psi$ are bounded by a constant times $(1+|\phi|+|v|)^{3/2}|v|$, and those of $W$ by a constant times $(|\nabla\phi|+|\nabla v|)|\nabla v|$. Both bounds are integrable, so one may differentiate under the integral:

$$\delta J[\phi](v)=\int_\Omega\left[-\frac{D\cdot\nabla v}{4\pi}+(en-ep-\rho_f)v\right]d^3x-\int_{\Gamma_N}\sigma v\,dS. \tag{7}$$

The minus sign comes from $E=-\nabla\phi$. For smooth fields, integration by parts turns the first term into $\int v\nabla\cdot D/4\pi-\int_{\Gamma_N}vD\cdot\nu/4\pi$. Thus $\delta J=0$ for every $v$ is (1) with $D\cdot\nu=-4\pi\sigma$, and in general it is the weak form of that problem.

**Uniqueness.** Let $\phi_1,\phi_2$ be solutions and $v=\phi_1-\phi_2$, which vanishes on $\Gamma_D$. Subtract their equations (7) and use $-\nabla v=E_1-E_2$:

$$\int_\Omega\frac{(D_1-D_2)\cdot(E_1-E_2)}{4\pi}d^3x+\int_\Omega[\psi'(\phi_1)-\psi'(\phi_2)](\phi_1-\phi_2)\,d^3x=0. \tag{8}$$

The fixed charges have cancelled. The second integral is nonnegative by (3), and the first is at least $\int|\nabla v|^2/4\pi$ by (4). Hence $\nabla v=0$. Since $\Omega$ is connected, $v$ is constant, and the contact makes the constant zero.

**Minimum.** Put $v=u-\phi$ and $g(t)=J[\phi+tv]$. The argument of (8), applied to $\phi+tv$ and $\phi$, gives $t[g'(t)-g'(0)]\ge t^2\int|\nabla v|^2/4\pi$. At a solution $g'(0)=0$. Dividing by $t$ and integrating from 0 to 1 gives (6). Applied between any two potentials, the same inequality shows that $J$ is strictly convex.

**Existence.** Since $\psi\ge0$ and $W\ge|E|^2/8\pi$, the only negative contributions to (5) can come from terms linear in $\phi$. The contact supplies a Poincaré inequality, which bounds $\phi$ and its boundary values in $L^2$ by $C(1+\|\nabla\phi\|)$. Therefore $J\ge\|\nabla\phi\|^2/8\pi-C'(1+\|\nabla\phi\|)$, and a minimizing sequence is bounded in $H^1$. A subsequence converges weakly to an admissible potential.

Fatou's lemma for the nonnegative terms, with continuity of the linear ones, makes $J$ lower semicontinuous under strong convergence. Its sublevel sets are thus closed and convex, hence weakly closed, and the weak limit attains the minimum. There $\delta J=0$. $\square$

### Remarks on the assumptions

**Partly ionized donors.** Their positive charge falls as $\phi$ rises, because the donor level moves down and fills. This adds a nondecreasing term to $\psi'$, and (8) survives. The added charge is bounded, so the existence argument also survives.

**No contact.** If $\Gamma_D$ is absent, (8) still forces $v$ to be constant. Where $N_c+N_v>0$, $\psi'$ is strictly increasing, and that constant must vanish. Uniqueness holds, but existence needs charge balance: with electrons alone, the total fixed charge must be positive. With no carriers, the constant remains free.

**Zero temperature.** Write $N_c=A(kT)^{3/2}$. For $\phi>0$, the leading form $F_{3/2}\to\eta^{5/2}/\Gamma(7/2)$ gives an electron term $A(e\phi)^{5/2}/\Gamma(7/2)$, while for $\phi<0$ the term vanishes. Convexity survives, so a device with a contact keeps a unique potential. An uncharged floating insulator does not: every constant with $-E_g<e\phi<0$ gives no carriers and solves the equation.

## In what sense this is energy minimization

$J$ is not the physical free energy. At fixed $\phi$ the grand potential density of the electrons is $-kTN_cF_{3/2}$: minus its derivative with respect to $kT\eta$ is $n$, and it vanishes as $\eta\to-\infty$. So $J$ contains it with the opposite sign. The physical minimization is over densities and displacement that obey Gauss's law.

**Proposition.** Split $\psi=\psi_n+\psi_p$ into electron and hole parts, and define the Legendre transforms

$$W^*=\sup_E\left[\frac{E\cdot D}{4\pi}-W\right],\quad f_n=\sup_\phi[en\phi-\psi_n],\quad f_p=\sup_\phi[-ep\phi-\psi_p].$$

Let $q=-D\cdot\nu/4\pi$ be the charge per area on the contacts, and

$$G[n,p,D]=\int_\Omega(W^*+f_n+f_p)\,d^3x-\int_{\Gamma_D}\phi_Dq\,dS. \tag{9}$$

*For $n,p,D$ obeying Gauss's law and the condition on $\Gamma_N$, and regular enough for integration by parts, $J[u]+G[n,p,D]\ge0$. Equality holds at equilibrium.*

**Proof.** By definition of the suprema, with $E=-\nabla u$,

$$W+W^*+\psi+f_n+f_p\ge\frac{E\cdot D}{4\pi}+e(n-p)u.$$

Integrating by parts and inserting Gauss's law,

$$\int_\Omega\frac{E\cdot D}{4\pi}d^3x=\int_{\Gamma_D}\phi_Dq\,dS+\int_{\Gamma_N}\sigma u\,dS+\int_\Omega u(\rho_f+ep-en)\,d^3x.$$

The carrier terms cancel on adding $e(n-p)u$. Moving the remainder to the left gives $J+G\ge0$. At equilibrium each supremum is attained at the actual $\phi$ and $E$, so equality holds. $\square$

The terms of $G$ have direct meanings. Evaluating the transform gives $W^*=|E|^2/8\pi+\Phi(P)$, the field energy plus the polarization free energy. The electron term is $f_n=kT[n\eta-N_cF_{3/2}(\eta)]$ with $n=N_cF_{1/2}(\eta)$, the free energy of an ideal Fermi gas. The last term is the energy change of the sources that supply $q$. Hence $G_{\min}=-J_{\min}$.

In one dimension, with the gate at $x=0$ and length $L$, the error $\delta=u-\phi$ vanishes at the gate. The Cauchy–Schwarz inequality, (6) and $-J_{\min}\le G$ give, with $J$ and $G$ per area,

$$\max|\delta|\le\sqrt{L\int_0^L\delta'^2dx}\le\sqrt{8\pi L\,(J[u]+G)}. \tag{10}$$

This bounds the error without knowing the solution.

## Consequence for a solver

On a mesh of step $h$, take

$$J_h=\sum_i hW(E_{i+1/2})+\sum_i w_i[\psi(\phi_i)-\rho_{f,i}\phi_i],\quad E_{i+1/2}=-\frac{\phi_{i+1}-\phi_i}{h},$$

with $w_i=h$, halved at the ends. It is smooth, coercive and strictly convex once the gate value is fixed. Let $g$ and $H$ be its gradient and second-derivative matrix, and take the Newton direction $s=-H^{-1}g$.

On the bounded set where $J_h$ does not exceed its starting value, $H$ lies between constants $m>0$ and $M$. Thus $g\cdot s=-s\cdot Hs\le-m|s|^2$. Taylor's formula then shows that a step $\lambda s$ lowers $J_h$ by a fixed fraction of $\lambda|g\cdot s|$ for all sufficiently small $\lambda$, with a threshold independent of the iteration. Halving $\lambda$ until this happens keeps $\lambda$ bounded below. Since $J_h$ is bounded below, $g\cdot s\to0$, hence $g\to0$, and convexity brings the iterates to the one minimizer. This concerns exact arithmetic on a fixed mesh; mesh error is separate.

## Example: a gated SrTiO$_3$ layer

Strontium titanate at 300 K suits the theorem: it is paraelectric ($a>0$), and its permittivity falls with field ($b>0$). The layer is 100 nm thick at 300 K, with a 1.0 eV Schottky barrier at the gate ($\phi=-1.0$ V) and zero field at the back. A Gaussian donor sheet of $2.0\times10^{14}$ cm$^{-2}$, standard deviation 2 nm, lies 30 nm deep in a background of $2.0\times10^{18}$ cm$^{-3}$. Three bands with masses $0.7,0.7,7$ give $m_d=1.51$ electron masses and $N_c=1.39\times10^{20}$ cm$^{-3}$. $N_v$ is set equal to $N_c$.

With $\Pi=4\pi P$ the dielectric law reads $E=\Pi/299+\beta\Pi^3$, where $\beta=4.86\times10^{-6}$ nm$^2$/V$^2$, and $4\pi e=18.10$ V nm.

Four starts were used. Three run from the gate value towards $-3.5$, $-1.0$ and $+1.5$ V; the fourth is a wave of amplitude 1.5 V. The first places the valence edge $3.5-3.2=0.3$ eV above the Fermi level, so it begins full of holes. The descents took 15, 10, 13 and 12 steps, and the four potentials agree to about $10^{-16}$ V. A separate collocation solution differs from the minimizer by at most 0.116 mV for $h=0.5$ nm and 0.029 mV for $h=0.25$ nm. The factor of four is that of a second-order mesh error.

The potential rises from $-1.0$ V at the gate to a maximum of 0.0304 V near the sheet, where $E_F-E_c=1.17\,kT$ and $n=2.46\times10^{20}$ cm$^{-3}$. Charge balance can be read directly. The donors supply $2.0\times10^{14}+2.0\times10^{18}\times10^{-5}=2.20\times10^{14}$ cm$^{-2}$. The mobile electrons take $1.64\times10^{14}$, and the gate holds the remaining $5.6\times10^{13}$ electrons per cm$^2$, or $-8.99$ $\mu$C/cm$^2$.

At the gate, then, $|D|=18.10\times0.5613=10.16$ V/nm and $|\Pi|=10.12$ V/nm. The dielectric law gives $|E|=0.03384+0.00503=0.03887$ V/nm, or 0.39 MV/cm. The nonlinear term is 13% of this field, and the differential permittivity has dropped from 300 to 208.

The bound (10) is safe but loose. A trial potential 0.010 mV away from the mesh minimizer has $J+G=9.82\times10^{-8}$ eV/nm$^2$ on the same mesh, and the mesh form of (10) certifies $\sqrt{2\times18.10\times100\times9.82\times10^{-8}}=0.0189$ V. That is about 1900 times the actual distance. The mesh error, up to 0.029 mV here, is separate and is not covered by this estimate.

### Comparison with real layers

The permittivity, quartic coefficient, masses and barrier are rough typical values for SrTiO$_3$. The permittivity of real layers depends on temperature and film quality. With barrier, donors and $\beta$ held fixed, a 400 K calculation with static permittivity reduced to 218 lowers the gate charge by 22% and raises the mobile sheet by 8%. At 300 K, dropping the nonlinearity raises the gate charge by 12%. Boltzmann statistics change it by 0.6%, but put $E_F-E_c$ at 17 instead of 30 meV. The three degenerate parabolic bands are an idealization. With lattice constant $a_0=0.39$ nm, a nearest-neighbour band of mass 7 is only $2\hbar^2/ma_0^2\approx0.14$ eV wide, and spin-orbit coupling splits the three bands by roughly 28 meV, about $kT$. Lattice bands move $E_F-E_c$ to about 27 meV without this splitting and about 35 meV with it, while the gate charge changes by less than 0.5%.

Some other omissions were estimated separately. Solving for anisotropic quantum levels in the fixed potential lowers the peak density by 2%. The image force, estimated with permittivity 5, lowers the barrier by about 0.11 eV; this shift is not included in the calculated potential or charge. The tunnelling exponent $2\int\kappa\,dx$ through the gate barrier at the Fermi level is about 155 for the light mass 0.7 and a parabolic band, against about 39 for thermal excitation over 1 eV, so that path is negligible. The bands bend by only 1.03 eV in total, less than the 3.2 eV gap, so valence and conduction states never meet at the same energy and direct tunnelling between bands is closed. Thermally excited electrons can still tunnel just below the barrier top, where the barrier is thin. Their contribution to the gate current under bias is not computed here; in equilibrium the opposite flows cancel. The peak field is 0.39 of a rough breakdown field of 1 MV/cm.

## Where the proof stops

**Ferroelectrics.** Short a ferroelectric of thickness $t_f$, obeying $E=-A\Pi+\beta\Pi^3$, in series with an insulator of thickness $t_i$ and permittivity $\varepsilon_i$. Continuity of $D$ and zero total voltage give

$$Et_f+\frac{E+\Pi}{\varepsilon_i}t_i=0\quad\Rightarrow\quad E=-\frac{\Pi}{1+r},\qquad r=\frac{\varepsilon_it_f}{t_i}.$$

Hence $\Pi=0$ or $\beta\Pi^2=A-1/(1+r)$. For $A=0.01$, $t_f=10$ nm, $t_i=1$ nm, $\varepsilon_i=30$ and the same $\beta$, $r=300$ and $\Pi=\pm37.1$ V/nm. The interface potential is 0 or $\pm1.23$ V: three equilibria. This is a mathematical counterexample, not a device design: the polarized states put about 12 MV/cm across the insulator, more than most oxides of this permittivity withstand. If $A<1/(1+r)$ only $\Pi=0$ remains, so in this one-dimensional stack $a>0$ is sufficient for uniqueness but not necessary. The argument does not cover polarization that varies along the layer, as in domains.

**Exchange.** A local exchange term lowers the chemical potential as $n$ rises and works against (3). The zero-temperature estimate for six equal isotropic species is $\mu_x=-e^2k_F/\pi\varepsilon$, with $k_F=(\pi^2n)^{1/3}$ and slope $\mu_x/3n$. At the example's peak density its magnitude is about equal to the Fermi-gas slope $d\mu/dn$ for permittivity 5, and about 0.02 of it for permittivity 300. The gas is only moderately degenerate, so these are scales, not corrections; the finite-temperature form $\mu_x=-(e^2/\varepsilon\lambda)F_{-1/2}(\eta)$, with $\lambda=(2\pi\hbar^2/m_dkT)^{1/2}$, gives about 1.4 and 0.024. Where the exchange slope exceeds the Fermi-gas slope, the total $\mu(n)$ is not monotone, $n$ is no longer a single-valued function of $\phi$, and (3) and the theorem no longer apply. Which permittivity screens exchange in a real layer, and whether uniqueness is lost there, is not decided here.

**Bias.** If separate electron and hole quasi-Fermi levels are prescribed, they merely shift $\eta_n$ and $\eta_p$, and the potential is still unique. When transport equations determine those levels together with $\phi$, (8) no longer compares solutions with the same carrier functions, and the theorem does not apply.

The remaining computed values are in the numerical output.

## Computed results

```
layer, sheet depth, sheet sigma: 100.0, 30.0, 2.0 nm
donor sheet 2.00e+14 cm^-2, background 2.0e+18 cm^-3
barrier 1.0 eV, gap 3.2 eV, kT 0.02585 eV
masses light 0.7, heavy 7.0, DOS per band 1.508 m
N_c (three bands) 1.394e+20 cm^-3
static permittivity 300.0, fast 5.0
quartic coefficient 7.0e+09 V m^5/C^3 = 4.859e-06 nm^2/V^2
4 pi e (Gaussian) = 18.0951 V nm; mesh step 0.25 nm
start -3.5 V: 15 Newton steps, J = 0.353941717 eV/nm^2
start -1.0 V: 10 Newton steps, J = 0.353941717 eV/nm^2
start +1.5 V: 13 Newton steps, J = 0.353941717 eV/nm^2
start wave: 12 Newton steps, J = 0.353941717 eV/nm^2
largest spread of the four solutions 1.1e-16 V
floating device, spread of two solutions 1.4e-17 V
least curvature / vacuum-field bound 127.3
duality gap J+G at solution -4.4e-16 eV/nm^2
trial error 0.010 mV, gap 9.82e-08 eV/nm^2
certified error bound 18.85 mV
error against collocation: h=0.5 nm 0.1158 mV
error against collocation: h=0.25 nm 0.0290 mV
x=  0 nm: phi -1.0000 V, n 2.214e+03 cm^-3
x= 10 nm: phi -0.6199 V, n 5.374e+09 cm^-3
x= 20 nm: phi -0.2569 V, n 6.748e+15 cm^-3
x= 25 nm: phi -0.0820 V, n 5.758e+18 cm^-3
x= 30 nm: phi +0.0301 V, n 2.438e+20 cm^-3
x= 35 nm: phi -0.0217 V, n 5.264e+19 cm^-3
x= 40 nm: phi -0.0598 V, n 1.333e+19 cm^-3
x= 60 nm: phi -0.0997 V, n 2.930e+18 cm^-3
x=100 nm: phi -0.1084 V, n 2.095e+18 cm^-3
E_F above band minimum 30.4 meV = 1.17 kT
peak n 2.456e+20 cm^-3, mobile sheet 1.639e+14 cm^-2
gate charge -8.993 uC/cm^2 = -5.613e+13 e/cm^2
field at gate 0.389, peak 0.389 MV/cm
differential permittivity at gate 207.7
Boltzmann: E_F-E_c 17.3 meV, sheet 1.642e+14 cm^-2, gate -8.937 uC/cm^2
constant permittivity: E_F-E_c 28.8 meV, sheet 1.571e+14 cm^-2, gate -10.080 uC/cm^2
400 K: E_F-E_c 22.1 meV, sheet 1.763e+14 cm^-2, gate -7.005 uC/cm^2
lowest level above band minimum: heavy 4.9, light 14.9 meV
quantum density in frozen potential: peak 2.403e+20 cm^-3, sheet 1.628e+14 cm^-2
exchange / kinetic slope of mu(n): fast eps 1.00, static eps 0.017
image-force lowering with fast eps 106 meV
tunnelling exponents: gate barrier 155, interband 842
peak field / rough breakdown field of 1.0 MV/cm: 0.39
ferroelectric stack: a -0.01, 10.0 nm on 1.0 nm, insulator eps 30.0
equilibria: ferroelectric 3, paraelectric 1
ferroelectric interface potentials 0 and +/-1.232 V
```
